# Thermal averaging of transmission over an unbounded inverted parabolic barrier

## The exercise

An electron of mass $m$ moves along the whole $x$ axis in the potential

$$V(x)=V_0-\tfrac12 m\omega^2x^2,\qquad \hbar\omega=60\ \text{meV}.$$

Such a barrier can model the rounded top of a contact barrier. It leaves out reflection at the metal and the true shape of the potential far below the top.

(a) Find the exact transmission probability $P(E)$ for a wave incident from the left.

(b) Electrons arrive with Boltzmann weights. The tunnelling factor is their transmitted flux divided by the flux of a classical stream that passes if and only if $E>V_0$:

$$\kappa(T)=\frac1{kT}\int_{-\infty}^{\infty}P(E)\,e^{-(E-V_0)/kT}\,dE .$$

At which temperatures does this integral exist, and what is its value there?

(c) Which energies carry the flux?

The form of $\kappa$ follows from the flux integral. An electron state contributes $v_x\,dk_x$ times its weight, and $\hbar v_x\,dk_x=dE$, where $E$ is the energy of motion along $x$. With separable parabolic bands, the transverse energies give the same factor in both fluxes and cancel. The classical integral is $\int_{V_0}^{\infty}e^{-E/kT}dE=kT\,e^{-V_0/kT}$, which supplies the denominator.

## Hints

1. Measure length in units of $\sqrt{\hbar/m\omega}$ and energy from the top in units of $\hbar\omega$. One parameter remains.
2. Try $\psi=e^{i\xi^2/2}I(\xi)$, with $I$ an integral over $s$ of a power of $s$ times $e^{is^2/2+i\sqrt2\,\xi s}$. Choose the power so that the wave equation becomes a total derivative.
3. Far from the barrier, the integral receives contributions from the endpoint $s=0$ and, on one side, from a point of stationary phase. Identify each with a wave.
4. Before integrating over energy, compare how fast $P$ falls and how fast the Boltzmann factor rises as $E\to-\infty$.
5. For the value, use a rectangle in the complex plane whose upper side reproduces the lower one up to a factor.

## Full solution

### The wave equation and a solution

Put $x=\xi\sqrt{\hbar/m\omega}$ and $\varepsilon=(E-V_0)/\hbar\omega$. The kinetic term becomes $-\tfrac12\hbar\omega\,\psi''$ and the potential $V_0-\tfrac12\hbar\omega\,\xi^2$, so

$$\psi''+(\xi^2+2\varepsilon)\psi=0 .$$

With $\psi=e^{i\xi^2/2}I$, two differentiations give $\psi''=e^{i\xi^2/2}(I''+2i\xi I'+iI-\xi^2I)$. The $\xi^2$ terms cancel:

$$I''+2i\xi I'+(i+2\varepsilon)I=0 .$$

Take

$$I(\xi)=\int_0^\infty s^{-1/2-i\varepsilon}\,e^{\Phi}\,ds,\qquad \Phi=\tfrac i2s^2+i\sqrt2\,\xi s,$$

along the ray $s=re^{i\pi/4}$, where $e^{is^2/2}=e^{-r^2/2}$ makes it converge. Each $\xi$-derivative brings down $i\sqrt2\,s$. The left side of the equation is therefore the integral of

$$s^{-1/2-i\varepsilon}\left[-2s^2-2\sqrt2\,\xi s+i+2\varepsilon\right]e^\Phi
=2i\,\frac{d}{ds}\left[s^{1/2-i\varepsilon}e^\Phi\right].$$

To check the equality, differentiate on the right: the power gives $2i(\tfrac12-i\varepsilon)=i+2\varepsilon$, and the exponential gives $2i\,s(is+i\sqrt2\,\xi)=-2s^2-2\sqrt2\,\xi s$. The bracket vanishes at $s=0$ and at the far end of the ray, so $\psi$ solves the wave equation.

### The waves far from the barrier

**Right side, $\xi\to+\infty$.** On the ray, $|e^{i\sqrt2\xi s}|=e^{-\xi r}$. Only $s$ of order $1/\xi$ matters to leading order, and there $e^{is^2/2}\to1$. Turning the ray to $s=i\rho$ gives a gamma function:

$$I\simeq i^{1/2-i\varepsilon}\,\Gamma(\tfrac12-i\varepsilon)\,(\sqrt2\,\xi)^{-1/2+i\varepsilon}.$$

Since $i^{-i\varepsilon}=e^{\pi\varepsilon/2}$,

$$|\psi|^2\simeq\frac{e^{\pi\varepsilon}|\Gamma(\frac12-i\varepsilon)|^2}{\sqrt2\,\xi}.$$

The phase $\xi^2/2$ has derivative $\xi>0$, so this wave moves right. No left-moving wave accompanies it: it is the transmitted wave.

**Left side, $\xi=-X\to-\infty$.** The phase $s^2/2-\sqrt2Xs$ is stationary at $s_0=\sqrt2X$. Deform the path: go from $0$ down the imaginary axis to $-is_0$, then along the diagonal $s=s_0+te^{i\pi/4}$, which starts at that point when $t=-2X$. On the diagonal $\Phi=-iX^2-t^2/2$, a Gaussian. On the first piece, with $s=-i\rho$, the factor $e^{-\sqrt2X\rho}$ concentrates the integral at the endpoint. There are thus two waves.

The endpoint gives the earlier result with $i$ replaced by $-i$. Since $(-i)^{-i\varepsilon}=e^{-\pi\varepsilon/2}$, its squared modulus is

$$\frac{e^{-\pi\varepsilon}|\Gamma(\frac12-i\varepsilon)|^2}{\sqrt2X}.$$

Its phase $\xi^2/2$ has derivative $\xi<0$, so it moves left: it is the reflected wave.

The stationary point gives $e^{i\pi/4}\sqrt{2\pi}\,s_0^{-1/2-i\varepsilon}e^{-iX^2}$, with squared modulus $2\pi/(\sqrt2X)$. Together with the prefactor $e^{iX^2/2}$ its phase is $-\xi^2/2$, whose derivative $-\xi$ is positive: it is the incident wave.

Flux is $|\psi|^2$ times the local wave number $|\xi|$, so the common factor $1/(\sqrt2|\xi|)$ drops out of the ratios. The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=\frac12-i\varepsilon$ gives $|\Gamma(\frac12-i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$. Hence

$$P=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}=\frac1{1+e^{-2\pi(E-V_0)/\hbar\omega}},\qquad
R=\frac{e^{-\pi\varepsilon}}{2\cosh\pi\varepsilon}=1-P .$$

At the top $P=\frac12$. At $0.6\,\hbar\omega$ below it $P=0.0225$, and at $0.5\,\hbar\omega$ above it $P=0.959$. Deep below the top, $P\simeq e^{2\pi(E-V_0)/\hbar\omega}$. This is a pure exponential in energy, and it decides part (b).

### When the average exists

Let $y=2\pi(E-V_0)/\hbar\omega$ and define

$$T_c=\frac{\hbar\omega}{2\pi k},\qquad b=\frac{T_c}{T}.$$

Then $(E-V_0)/kT=by$ and $dE/kT=b\,dy$, so

$$\kappa=b\int_{-\infty}^{\infty}\frac{e^{-by}}{1+e^{-y}}\,dy .$$

For $y\to+\infty$ the integrand behaves as $e^{-by}$, which is integrable at every positive temperature. For $y\to-\infty$ it behaves as $e^{(1-b)y}$, which is integrable if and only if $b<1$. At $b=1$ it tends to 1, and for $b>1$ it grows. It is positive everywhere, so no cancellation can rescue the integral. The average exists for $T>T_c$ and diverges at $T_c$ and at all lower temperatures.

For the given barrier,

$$kT_c=\frac{60\ \text{meV}}{2\pi}=9.549\ \text{meV},\qquad T_c=110.8\ \text{K}.$$

Deep below the top, lowering the energy by $\delta$ costs a factor $e^{-\delta/kT_c}$ in transmission and gains $e^{\delta/kT}$ in population. Below $T_c$ the gain wins at every depth, and an unbounded barrier supplies unlimited depth.

### The value above $T_c$

Let $J=\int_{-\infty}^{\infty}f(y)\,dy$ with $f(y)=e^{-by}/(1+e^{-y})$ and $0<b<1$. Integrate $f$ anticlockwise around the strip $0<\operatorname{Im}y<2\pi$. The vertical sides vanish at infinity, by the same limits that ensured convergence. On the upper side $f(y+2\pi i)=e^{-2\pi ib}f(y)$, traversed backwards.

The one pole inside is $y=i\pi$. The derivative of the denominator there is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi b}$. Therefore

$$(1-e^{-2\pi ib})J=2\pi i\,e^{-i\pi b}.$$

Dividing by $e^{-i\pi b}$ turns the left factor into $2i\sin\pi b$, so $J=\pi/\sin\pi b$ and

$$\boxed{\;\kappa(T)=\frac{\pi T_c/T}{\sin(\pi T_c/T)}\qquad(T>T_c)\;}$$

**High temperature.** Here $\pi b=\hbar\omega/2kT$ is small, and $u/\sin u\simeq1+u^2/6$ gives $\kappa\simeq1+(\hbar\omega/kT)^2/24$. At 300 K this yields 1.224, against the full 1.266. At 120 K it yields 2.40, against 12.2. The truncated series is finite at every positive temperature and gives no warning of the divergence.

**Near the threshold.** Since $\sin\pi b=\sin\pi(1-b)\simeq\pi(1-b)$,

$$\kappa\simeq\frac b{1-b}=\frac{T_c}{T-T_c}.$$

One per cent above $T_c$, the factor is 100.

**Below the threshold.** Inserting 100 K in the boxed formula gives $-10.4$. A positive integrand cannot have that average: the formula has left its domain, and the integral is infinite.

### The energies that carry the flux

The logarithm of the integrand is $-by-\ln(1+e^{-y})$. Its derivative, $-b+1/(1+e^y)$, vanishes at $e^y=1/b-1$, so the peak lies at

$$E_{\text{peak}}-V_0=\frac{\hbar\omega}{2\pi}\ln\!\left(\frac T{T_c}-1\right).$$

| $T$ (K) | $\kappa$ | $E_{\text{peak}}-V_0$ (meV) |
|---:|---:|---:|
| 300 | 1.27 | 5.1 |
| 221.6 | 1.57 | 0.0 |
| 150 | 3.17 | −9.9 |
| 120 | 12.2 | −23.8 |
| 111.9 | 100 | −44.0 |

At $2T_c$ the peak is at the top and $\kappa=\pi/2$. As $T$ falls towards $T_c$, the peak sinks without limit. The average then depends on parts of the potential far below the top, where a real barrier need not be parabolic.

## Variation 1: give the energies a floor

*Keep $P(E)$, but admit only energies above $V_0-D$. What becomes of the divergence?*

The lower limit is now $y=-Y$, with $Y=2\pi D/\hbar\omega$. Since $P\le1$, $\kappa\le e^{D/kT}$, which is finite at every positive temperature. At $T_c$ the integral is elementary:

$$\kappa(T_c)=\int_{-Y}^{\infty}\frac{e^{-y}}{1+e^{-y}}\,dy=\ln(1+e^Y)\simeq Y .$$

Below $T_c$, let the floor be deep enough that both $Y\gg1$ and $(b-1)Y\gg1$. The deep region then dominates. There the integrand is close to $e^{(1-b)y}$, and

$$\kappa\simeq\frac{b}{b-1}\,e^{(b-1)Y}.$$

Numerical quadrature gives:

| $D$ (eV) | 150 K | 110.8 K | 100 K |
|---:|---:|---:|---:|
| 0.3 | 3.17 | 31.4 | 296 |
| 0.6 | 3.17 | 62.8 | $9.1\times10^3$ |
| 1.2 | 3.17 | 126 | $8.2\times10^6$ |
| 2.4 | 3.17 | 251 | $6.5\times10^{12}$ |

The three columns show convergence, linear growth and exponential growth. Below $T_c$ the answer belongs to the floor. Relative to the population at the floor, the classical flux carries $e^{-D/kT}=e^{-bY}$. Multiplied by $e^{(b-1)Y}$, this leaves $e^{-Y}$, the transmission at the floor. The activated exponential has gone, and field emission from the lowest available energy remains.

## Variation 2: a silicide contact with an acceptor layer

*Find a contact whose barrier top is a parabola of 60 meV, and ask what 111 K means for it.*

**The barrier.** Put a thin, fully depleted acceptor layer between a silicide and n-type (100) silicon. Such a layer raises the barrier. In it the charge density is $-eN_A$, and Poisson's equation for the electron's potential energy gives $V''=-e^2N_A/\epsilon$: an inverted parabola with $m\omega^2=e^2N_A/\epsilon$.

Rough silicon values are a relative permittivity of 11.7 and a light transverse mass of $0.19\,m_0$. With $\hbar^2/m_0=0.0762$ eV nm² and $e^2/\epsilon_0=18.1$ eV nm,

$$m\omega^2=\frac{(0.060)^2}{0.0762/0.19}=0.00898\ \text{eV/nm}^2,$$

$$N_A=\frac{0.00898\times11.7}{18.1}\ \text{nm}^{-3}=5.8\times10^{18}\ \text{cm}^{-3}.$$

Let the layer extend 4.0 nm from the barrier top to the metal and 4.5 nm to the n side, where $N_D=10^{18}$ cm⁻³. Continuity of the field gives a donor depletion width of $4.5\,N_A/N_D=26.1$ nm. The band falls by $\frac12(0.00898)(4.5)^2=0.091$ eV inside the layer and by $N_A/N_D$ times as much beyond it. The top thus lies $D=0.618$ eV above the bulk band edge. This profile is held fixed as $T$ changes.

**The transmission.** The Schrödinger equation was solved by dividing the profile into 1600 flat slabs and matching $\psi$ and $\psi'/m$ between them. The metal is a flat band of mass $m_0$, with its bottom 6 eV below the barrier top. Silicon has a parabolic band at all energies, and the transverse momentum is set to zero in both materials. These are simplifications, examined below. Averaging from the bulk band edge upwards gives:

| $T$ (K) | $\kappa$, parabola with floor $D$ | $\kappa$, contact | contact peak, $E-V_0$ (meV) |
|---:|---:|---:|---:|
| 300 | 1.27 | 0.69 | 18 |
| 150 | 3.17 | 2.2 | 7 |
| 110.8 | 65 | $2.1\times10^3$ | −364 |
| 77 | $7\times10^{12}$ | $3\times10^{12}$ | −531 |

At 300 K the contact in this model, which has no image force, passes less than the classical flux. Deepening the metal band to 12 eV, with all else fixed, lowers $\kappa$ from 0.69 to 0.55. Reflection at the velocity mismatch with the metal therefore matters.

At 110.8 K the contact passes far more than the parabola with the same floor. A semiclassical estimate explains this. Write $P\sim e^{-G}$ with $G=(2/\hbar)\int\sqrt{2m(V-E)}\,dx$, at the peak depth $\Delta=364$ meV. In the acceptor layer, $x=x_\Delta\sin\varphi$ with $x_\Delta=\sqrt{2\Delta/m\omega^2}=9.0$ nm. Each side contributes $(2\Delta/\hbar\omega)(\varphi+\sin\varphi\cos\varphi)$. The full parabola has $\varphi=\pi/2$ on both sides, hence $G=2\pi\Delta/\hbar\omega=38.1$.

In the contact the layer ends at $\sin\varphi=4.0/9.0$ and $4.5/9.0$, which gives 22.0 in all. The donor region is an upright parabola with quantum $\hbar\omega_D=60\sqrt{N_D/N_A}=24.9$ meV. The energy above the bulk edge is $E_b=618-364=254$ meV, with turning point 18.1 nm from the bulk end. With $\cosh\eta=26.1/18.1$, this region contributes

$$\frac{2E_b}{\hbar\omega_D}(\sinh\eta\cosh\eta-\eta)\approx12.0 .$$

The total is 34.0, smaller than 38.1 by 4.1, so the exponential factor in the transmission is larger there by about $e^{4.1}\approx60$. Prefactors of order one, such as that of the abrupt metal interface, are left out of this estimate. The computed ratio of the two transmissions at this depth is about 106, and the ratio of the two averages, which mixes all depths, is about 32. The metal has cut off one flank of the parabola, and this outweighs the longer path on the donor side.

**The real case.** The quoted doping and dimensions are rough choices for a barrier-raising layer, not data from a device. One exposed assumption is smooth doping. The mean acceptor spacing is 5.6 nm in a layer 8.5 nm thick, so a cube of that thickness holds about 3.6 acceptors, with a random spread near 53%. Since $T_c\propto\sqrt{N_A}$, one standard deviation in this count corresponds to local values from about 76 to 137 K.

Other limits of the model deserve a check:

- The parabolic band is used far inside silicon's gap. A simple two-band model replaces $V-E$ under the barrier by $(V-E)[1-(V-E)/E_g]$, with $E_g=1.12$ eV. It leaves the contact's $\kappa$ near 0.70 at 300 K, but raises it to about 10 at 150 K and about $1.5\times10^6$ at 110.8 K. The size of this rise depends strongly on $E_g$, and 1.12 eV is the indirect gap, which need not be the gap that governs the decay in these valleys. With $E_g=2$ eV the two values are 3.7 and $3.9\times10^4$; with 4 eV they are 2.7 and $7.6\times10^3$. The rows of the contact table at 150 K and below therefore illustrate the parabolic-band model and do not predict currents in silicon.
- The valleys with the light mass along the current have their minima at a large transverse momentum, about 9.8 nm⁻¹. If it is conserved at the interface, the free-electron metal has only about 2.3 eV left for motion along $x$ at the barrier top, and $\kappa$ at 300 K rises from 0.69 to 0.90.
- The image force lowers the top by 7.5 meV and raises the local quantum to 62.7 meV, or $T_c$ to 116 K. The contact table omits this force. Adding it to the profile, with the potential cut off at the metal band bottom, raises the contact flux at 300 K by a factor of about 1.6. Measured against the classical flux over the original top, $\kappa$ then becomes about 1.09 instead of 0.69. This cut-off lies only 0.005 nm from the metal, far below an atomic spacing, and the value depends on it: holding the image term constant within 0.1 to 0.3 nm of the metal gives 1.18 to 1.19, a factor of about 1.7. The lower top alone would account for a factor of about 1.3; the rest comes from the changed shape of the barrier, including a softer metal interface.
- The two heavy valleys, of mass $0.92\,m_0$ along the current, have $T_c=50$ K. Flux per electron varies as $m_x^{-1/2}$, so they carry 19% of the classical flux. Including them lowers the unbounded $\kappa$ at 300 K from 1.27 to 1.23. The light valleys still set the divergence.
- At a fixed chemical potential, replacing Boltzmann by Fermi statistics changes the contact flux by less than 0.001% at 300 K and 110.8 K. If the electron density is held fixed instead, the chemical potential shifts slightly. This multiplies the contact flux and the classical flux by the same factor, which cancels in $\kappa$.
- The largest field, 0.40 MV/cm, is high. Without reverse bias, the total drop of 0.62 eV is below silicon's gap of roughly 1.1 eV, so a band-edge electron cannot gain enough energy from it for impact ionization. A reverse bias adds to the drop and requires a new check.

For this contact 111 K marks no singularity. The flux leaves the barrier top well before the contact has cooled to that temperature. In the parabolic-band model of the table, the peak at 150 K still lies just above the top, but more than 40% of the flux already comes from over 0.1 eV below it. At 140 K the largest maximum in that model is about 0.2 eV below the top, where electrons must also tunnel through part of the donor depletion region. The parabola's critical temperature is therefore no safe lower limit for using the top alone: the current requires the whole barrier.
